Band-energy error of the linear tetrahedron method and its Blöchl correction, part 2

How large is the band-energy error when a band ε(k) is replaced by its linear interpolant ε̃ on simplices? Energies are in hartree, k in 1/a, quantities per cell and spin; ∫dk includes 1/(2π)^d. The mesh spacing is h = 2π/n. Here v = ∇ε, H_ab = ∂_a∂_b ε, η = ε̃ − ε, edges e_ij = k_i − k_j, A:B = Σ_ab A_ab B_ab. The occupied set O (ε < μ) has volume N and energy E; Ω = E − μN, D = dN/dμ. Tildes mark ε̃ counterparts; μ̃ keeps N fixed. ⟨…⟩_FS averages over the Fermi surface (FS) with Dirac-delta weight δ_D(μ − ε)/D.

(A1) ε has four continuous derivatives. (A2) |v| ≥ v₀ > 0 near the FS. (A3) Inversion maps the cube's cut onto itself. (E) As h → 0 the FS samples positions within the mesh cube uniformly.

C_T = Σ_{i<j} e_ij e_ijᵀ / [2(d+1)(d+2)] for simplex T; C is its cube mean; W_ab = ∫dk δ_D(μ − ε) v_a v_b. The six-tetrahedron cut along diagonal s has C = (h²/24)(1 + s sᵀ); for s = (1,1,1), each axis ordering (a, b, c) gives vertices 0, a, a+b, a+b+c.

Theorem: Ẽ − E = ∫_O dk C:H + O(h³) = C:W + O(h³).

Lemma 4: cube averages of η and C:H agree up to O(h⁴).

Lemma 5: ∫_Õ dk η ≤ Ẽ − E ≤ ∫_O dk η.

Lemma 6: ∫_O dk H_ab = W_ab.

Remark 1: hole pockets also give C:W > 0.

Remark 2 (d = 1, cut cell filled to fraction s): Ẽ − E = (1/2π) Σ_{Fermi points} [h²|v|/12 + h³ε″g(s)] + O(h⁴), g(s) = −s(1 − s)(1 − 2s)/12.

Remark 3: under (E), μ̃ − μ ≈ ⟨C:H⟩_FS; also (Ẽ − E) − (Ω̃(μ) − Ω) ≈ ½D(μ̃ − μ)².

Remark 4: for filled bands Ẽ is the mesh mean. For ε = −|t₁ + t₂e^{ik}|, r = t₂/t₁ < 1, even n, Ẽ − E ≈ t₁ √(1 − r²) rⁿ / (√π n^{3/2}); convex cells give (h²/12)(2t₂)/(2π), concave cells the opposite.

**Remark 5 (failure of the assumptions).** At t₁ = t₂ = t the gap closes and ε = −2t cos(k/2) on [−π, π] has a kink at the zone edge. For even n the kink is a mesh point, every cell is smooth, and Lemma 4 holds cell by cell, but v jumps and leaves a boundary term: ∫ε″dk = [t sin(k/2)] from −π to π = 2t. The filled band then has the error (h²/12)(2t)/(2π) = h²t/(12π). For bands labelled by energy order, crossings are kinks. Where both partners are occupied throughout the simplices concerned, the sum of the interpolants is the interpolant of the sum, and only the smoothness of the sum matters. The two partners have the same energy at a crossing, so away from μ they are both occupied or both empty, and in the second case the kink lies in simplices that do not contribute. A crossing at the Fermi level, where one partner is empty in part of the simplices concerned, violates (A1) where it matters and is not covered. If μ sits at a van Hove energy, (A2) fails and the remainder estimates no longer follow. A pocket of size comparable with h is outside the asymptotic regime, since then nearly all occupied cubes are cut.

**Lemma 7 (one tetrahedron).** Let ε_1 ≤ ε_2 ≤ ε_3 ≤ ε_4 be the vertex energies and ε_ij = ε_i − ε_j. The occupied fraction n_T(m) at level m is, in the three intervals between the vertex energies,

n_T = x³/(ε_21 ε_31 ε_41), x = m − ε_1, for ε_1 < m ≤ ε_2;

n_T = [p² + 3px + 3x² − ρx³]/(ε_31 ε_41), x = m − ε_2, p = ε_21, ρ = (ε_31 + ε_42)/(ε_32 ε_42), for ε_2 < m ≤ ε_3;

n_T = 1 − x³/(ε_41 ε_42 ε_43), x = ε_4 − m, for ε_3 < m < ε_4.

Proof. In the first interval the occupied part is a tetrahedron at vertex 1 whose edge towards vertex j is the fraction (m − ε_1)/ε_j1 of the full edge, and the volume fraction is the product of the three. The third interval is the same statement for the empty part at vertex 4. In the second interval, continue ε̃ linearly over the cone spanned at vertex 1. The part of the cone below m has fraction (x + p)³/(p ε_31 ε_41). It protrudes through the face 2-3-4 in a small tetrahedron at vertex 2, whose edges are the fraction x/p of edge 1-2 continued outward, x/ε_32 of edge 2-3 and x/ε_42 of edge 2-4. Subtracting,

n_T = (x + p)³/(p ε_31 ε_41) − x³/(p ε_32 ε_42).

With ε_31 = ε_32 + p and ε_41 = ε_42 + p, one has ε_31ε_41 − ε_32ε_42 = p(ε_32 + ε_42 + p) = p(ε_31 + ε_42). The x³ terms combine to −ρx³/(ε_31ε_41), and p cancels from the remaining terms (p³ + 3p²x + 3px²)/p. The case p = 0 follows by continuity. ∎

The density of states is D_T = dn_T/dm. The average I_T = ⟨(m − ε̃)₊⟩ obeys dI_T/dm = n_T and vanishes below ε_1, and the energy carried by T is m n_T − I_T. Integration gives I_T = x⁴/(4ε_21ε_31ε_41) in the first interval and [p³/4 + p²x + 3px²/2 + x³ − ρx⁴/4]/(ε_31ε_41) in the second, the constant being the value of the first form at m = ε_2. In the third, (m − ε̃)₊ = (m − ε̃) + (ε̃ − m)₊ gives I_T = m − ε̄ + x⁴/(4ε_41ε_42ε_43), with ε̄ the vertex mean.

**Proposition (Blöchl correction).** Let f_T = 1/(6n³) be the volume fraction of a tetrahedron and add to the integration weight of vertex i of T

δw_i = f_T D_T(μ̃)/40 · Σ_j (ε_j − ε_i).

These weights sum to zero, so N is unchanged. They change the energy by δE = −C:W + o(h²) under (A1) to (A3) and (E), so the h² error of the band energy is removed.

Proof. Σ_i Σ_j (ε_j − ε_i) = 0 by antisymmetry. Symmetrising in i and j,

Σ_i ε_i Σ_j (ε_j − ε_i) = ½ Σ_{i,j} (ε_i − ε_j)(ε_j − ε_i) = −Σ_{i<j} (ε_i − ε_j)².

Inside T the gradient ṽ of ε̃ is constant and ṽ·e_ij = ε_i − ε_j exactly, so Σ_{i<j}(ε_i − ε_j)²/40 = ṽ·C_T·ṽ. Since f_T D_T(μ̃) = ∫_T dk δ_D(μ̃ − ε̃),

δE = −∫dk δ_D(μ̃ − ε̃) ṽ·C_{T(k)}·ṽ,

with T(k) the tetrahedron containing k. Now ṽ = v + O(h), because three independent edges of length of order h fix ṽ − v through (ṽ − v)·e = O(h²), and the surface is displaced by O(h²). So ṽ and ε̃ may be replaced by v and ε with relative error O(h). What remains is C_{T(k)}, a function of the position in the cube with mean C, and (E) replaces it by C. ∎

Condition (E) is needed here. Take a band ε(k_x), whose Fermi sheets are planes cutting each cube at x = s in units of h. The number of edges with an x component is 3 when x is first or last in the ordering and 4 when it is in the middle (for x = b: b, a+b, b+c, a+b+c). On the plane, x is the middle coordinate on the area fraction 2s(1 − s). Each such edge gives (ṽh)², so a sheet contributes h²[3 + 2s(1 − s)]/40 in place of h²/12, a ratio of 0.3[3 + 2s(1 − s)]. It runs from 0.9 to 1.05 and averages to 1 over s, so a part of the h² error, at most a tenth of it, survives for such sheets. Using ṽ·C·ṽ with the cube tensor C in every tetrahedron avoids the last step of the proof and leaves O(h³) without (E). The proposition concerns the band energy only. For a quantity A(k) that is not constant on the Fermi surface, Lemma 5 has no counterpart. By Remark 3 the surface moves by (μ̃ − μ − η)/|v|, which changes the integral of A over the occupied set by ∫dk δ_D(μ − ε) A (μ̃ − μ − η) at leading order, and under (E) this is ∫dk δ_D(μ − ε) A (⟨C:H⟩_FS − C:H). The term is of order h² in general. It vanishes when A or C:H is constant on the surface, the latter for instance for a parabolic pocket.

**Worked example**

The model band has round parameters:

ε = −2t(cos k_x + cos k_y + cos k_z) − 2t′cos(k_x + k_y), t = 0.05 Ha, t′ = 0.015 Ha, μ = −0.175 Ha.

Along a ray k = ru the radial derivative is 2tΣ_a u_a sin(ru_a) + 2t′(u_x + u_y) sin(r(u_x + u_y)). It is positive while all arguments are below π in magnitude, and the program asserts ε > μ where the first of them reaches π. If that argument is a component k_a, the ray leaves the zone there. If it is k_x + k_y, the ray continues into the region |k_x + k_y| ≥ π with |k_x|, |k_y| ≤ π. There |k_x − k_y| ≤ π, so cos k_x + cos k_y = 2cos[(k_x + k_y)/2]cos[(k_x − k_y)/2] ≤ 0 and ε ≥ −2t − 2t′ = −0.13 Ha > μ, and no state is occupied. Each ray therefore crosses the Fermi surface once, at r = R(u), with v·u > 0, so (A2) holds. Volume integrals are done in spherical coordinates, and surface integrals use the weight R²/(v·u) per solid angle, from δ_D(μ − ε) integrated over r² dr. The results are N = 0.0952954, E = −0.022100907 Ha and D = 1.1370 Ha⁻¹. N and Ω are tested against a separate calculation with the k_z integral done analytically, to 10⁻⁴ and 10⁻⁶t. The band is not convex throughout the pocket. Where the k_z axis meets the surface, H_zz = 2t cos k_z = −μ − 4t − 2t′ = −0.055 Ha; the quadrature nodes, which miss that point, reach −0.0549 Ha.

The surface integrals are W_xx = W_yy = 0.0087423, W_zz = 0.0063466 and W_xy = 0.0017303 Ha, and the volume integrals of H agree with them within the tested 10⁻⁷ tr W, as Lemma 6 requires. W_xz and W_yz vanish by the mirror k_z → −k_z. With tr W = 0.0238312 Ha and the xy element counted twice,

C:W/h² = tr W/12 + 2 s_x s_y W_xy/24 = (tr W ± W_xy)/12.

For s = (1,1,1) this is 0.0255615/12 = 2.13013×10⁻³ Ha, and for s = (−1,1,1) it is 0.0221009/12 = 1.84174×10⁻³ Ha. The second numerator equals −E, for a reason special to this model: tr H = 2tΣcos k_a + 4t′cos(k_x + k_y) and H_xy = 2t′cos(k_x + k_y), so tr H − H_xy = −ε.

On the 16³ mesh with s = (1,1,1), h = 0.39270 and h² = 0.15421, so the prediction is 2.13013×10⁻³ × 0.15421 = 3.2849×10⁻⁴ Ha (8.94 meV). The tetrahedron method gives μ̃ = −0.1724943 Ha and Ẽ = −0.021775293 Ha, so

Ẽ − E = −0.021775293 + 0.022100907 = 3.2561×10⁻⁴ Ha (8.86 meV),

which is 1.5 % of |E| and 0.9912 of the prediction. The Blöchl term is −3.2975×10⁻⁴ Ha and leaves −4.1×10⁻⁶ Ha (−0.11 meV), 1.3 % of the raw error. For the sequence of meshes, the columns are n, Ẽ − E in Ha, its ratio to C:W, and the residual after the Blöchl correction in Ha:

16: 3.2561×10⁻⁴, 0.9912, −4.1×10⁻⁶
24: 1.4540×10⁻⁴, 0.9959, −9.0×10⁻⁷
32: 8.1942×10⁻⁵, 0.9978, −2.7×10⁻⁷
48: 3.6464×10⁻⁵, 0.9990, −9.5×10⁻⁸
64: 2.0520×10⁻⁵, 0.9995, +1.7×10⁻⁸

The raw error falls by 8.1942/2.0520 = 3.99 from n = 32 to 64. The shortfall of the ratio from 1 drops about fourfold when h is halved, so on these meshes the remainder behaves like h⁴, better than the proved O(h³). The Blöchl residual falls about fifteenfold from n = 16 to 32, only threefold from 32 to 48, and changes sign at 64, so it follows no single power. As a conjecture, the mesh-dependent sampling of the six tetrahedron types adds an oscillating part to a smooth h⁴ term. What is tested is a residual below 25 % of the raw error on every mesh and below 2 % at n = 64.

With the other diagonal at n = 64 the error is 1.7745×10⁻⁵ Ha against the predicted 1.7751×10⁻⁵ Ha, which resolves the off-diagonal element of C and its sign. The Fermi level shifts by 1.5921×10⁻⁴ Ha at n = 64; with ⟨C:H⟩_FS/h² = 1.65227×10⁻² Ha the prediction under (E) is 1.5925×10⁻⁴ Ha. At fixed μ, Ñ − N = −1.8108×10⁻⁴ and Ω̃ − Ω = 2.0505×10⁻⁵ Ha, close to C:W = 2.0531×10⁻⁵ Ha, whereas the energy error is 2.0505×10⁻⁵ + 0.175 × 1.8108×10⁻⁴ = 5.219×10⁻⁵ Ha, about 2.5 times C:W. The difference 2.05196×10⁻⁵ − 2.05052×10⁻⁵ = 1.44×10⁻⁸ Ha equals ½ × 1.1370 × (1.5921×10⁻⁴)², as in Remark 3.

The inverted band −ε with 1 − N electrons has a hole pocket, and at n = 48 its error is +3.6464×10⁻⁵ Ha, identical to the electron case. The agreement is an identity. The filled-band integral of ε vanishes both exactly and on the mesh by Remark 4, so the energy of the complement under −ε equals the energy of the pocket under ε. It illustrates Remark 1 and is not independent evidence for the coefficient.

For the chain ε = −2t cos k with t = 0.05 Ha and the mesh offset by 0.3h, fillings 0.3 and 0.8 put the Fermi points in the convex and the concave part. At n = 24 the errors are 1.46665×10⁻⁴ and 1.06849×10⁻⁴ Ha, both positive, against h² terms of 1.47083×10⁻⁴ and 1.06862×10⁻⁴ Ha. They lie inside the bounds of Lemma 5, which are 1.46644×10⁻⁴ to 1.46686×10⁻⁴ Ha and 1.06766×10⁻⁴ to 1.06934×10⁻⁴ Ha. On this mesh s = 0.90 and 0.30, so g = +0.006 and −0.007 nearly cancel, and the h³ terms are only −1.7×10⁻⁷ and +2.3×10⁻⁷ Ha. For filling 0.8, adding the h³ term moves the estimate away from the computed error, to a rest of −2.4×10⁻⁷ Ha. That rest is 0.001 th⁴, so here the h⁴ term is as large as the nearly cancelled h³ term. Over meshes from n = 100 to 296 the largest rest in units of th⁴ is 0.046 and 0.068 without the h³ term, and 0.0021 and 0.0017 with it.

For the filled dimerised chain with t₁ = 0.05 and t₂ = 0.025 Ha, E = −0.053177220 Ha. The error is 8.02×10⁻⁷ Ha at n = 10 and 2.69×10⁻¹⁰ Ha at n = 20. Their ratio, 3.35×10⁻⁴, is 3 % below the leading-order value r¹⁰2^{−3/2} = 3.45×10⁻⁴; an h² law would give 1/4. At n = 64 the convex cells sum to +6.389×10⁻⁶ Ha and the concave cells to −6.389×10⁻⁶ Ha, against the predicted magnitude 6.392×10⁻⁶ Ha. Closing the gap with t₂ = t₁ = 0.05 Ha brings back an error of 1.27837×10⁻⁵ Ha at n = 64, where h²t/(12π) = 1.27832×10⁻⁵ Ha. The program that produces these numbers and its output follow below.

Numbers as computed

```
<l_i l_j> for d=1,2,3: 1/6 1/12 1/20
C/h^2 diagonal, off-diagonal: 0.083333 0.041667; eigenvalues [0.041667 0.041667 0.166667]
3D model: t = 0.05 Ha, t' = 0.015 Ha, mu = -0.175 Ha
N = 0.09529535 electrons, E = -0.022100907 Ha, D(mu) = 1.137003 1/Ha
surface W xx,yy,zz,xy = 0.0087423 0.0087423 0.0063466 0.0017303 Ha
volume int H xx,yy,zz,xy = 0.0087423 0.0087423 0.0063466 0.0017303 Ha
tr W = 0.0238312 Ha, min H_zz on Fermi surface = -0.05491 Ha
C:W/h^2 diag(111) = 2.1301260e-03 Ha, diag(-111) = 1.8417422e-03 Ha
<C:H>_FS/h^2 = 1.652270e-02 Ha
n, h, E_lin-E [Ha], C:W [Ha], ratio, Bloechl residual [Ha]
16 0.39270 3.25614e-04 3.28492e-04 0.9912 -4.136e-06
24 0.26180 1.45398e-04 1.45997e-04 0.9959 -8.954e-07
32 0.19635 8.19416e-05 8.21231e-05 0.9978 -2.744e-07
48 0.13090 3.64638e-05 3.64991e-05 0.9990 -9.526e-08
64 0.09817 2.05196e-05 2.05308e-05 0.9995 1.696e-08
n=64 mu shift = 1.59210e-04 Ha, predicted 1.59251e-04 Ha
n=64 fixed mu: dN = -1.8108e-04, dE = 5.21947e-05 Ha, d(E-mu N) = 2.05052e-05 Ha
n=64 diag(-111): error = 1.77445e-05 Ha, predicted 1.77512e-05 Ha
n=48 hole pocket: error = 3.64638e-05 Ha, predicted 3.64991e-05 Ha
n=16: mu_lin = -0.1724943 Ha, E_lin = -0.021775293 Ha, correction = -3.29750e-04 Ha
n=16: error 8.8604 meV, predicted 8.9387 meV, residual -0.1125 meV
1D fill 0.3: max|rest|/(t h^4), n=100..296: without h^3 term 0.0461, with 0.0021
1D fill 0.3 n=24: s = 0.90,0.30; error 1.466650e-04, h^2 1.470834e-04, h^3 -1.679e-07 Ha
1D fill 0.3 n=24: bounds 1.466435e-04 1.466860e-04 Ha
1D fill 0.8: max|rest|/(t h^4), n=100..296: without h^3 term 0.0676, with 0.0017
1D fill 0.8 n=24: s = 0.90,0.30; error 1.068486e-04, h^2 1.068624e-04, h^3 2.310e-07 Ha
1D fill 0.8 n=24: bounds 1.067659e-04 1.069337e-04 Ha
dimer t1 = 0.05, t2 = 0.025 Ha: E = -0.053177220 Ha
filled error n=10: 8.0209e-07, n=20: 2.6863e-10 Ha; ratio 3.3491e-04, law 3.4527e-04
n=64 convex cells 6.38920e-06, concave cells -6.38920e-06, predicted 6.39159e-06 Ha
gapless t1=t2, n=64: error 1.278369e-05 Ha, h^2 t/(12 pi) = 1.278317e-05 Ha
```
